\section*{Drift Velocity from Energy Gains in Monte Carlo Transport}

\section{Two numbers that agree too well}

In a simulation of 6000 electrons at 70 kV/cm, the band energies gained between collisions give a drift velocity of $2.231\times10^7$ cm/s. Integrating the group velocity along the same paths gives the same value, with a relative difference of $7\times10^{-12}$. Yet the statistical error of either value is about $6\times10^{-4}$ of the drift. Two noisy estimates that agree far more closely than their noise must carry the same noise. The reason is an identity that holds on each flight, before any averaging.

The setting treated here is the drift estimator of a Monte Carlo transport calculation that uses a band structure $E(\mathbf k)$, either a fitted formula or a table from an electronic-structure calculation. Three choices are considered: energy gain per flight, velocity integrated along the path, and velocity sampled by a clock.

\section{Conventions and band}

Electrons move semiclassically in a uniform, constant electric field. The force has magnitude $f=eF$, where $F$ is the field strength, and points along $+z$, opposite to the field. Between collisions
\begin{equation}
\hbar\dot{\mathbf k}=f\hat{\mathbf z},\qquad
\mathbf v=\frac1\hbar\nabla_{\mathbf k}E .
\label{motion}
\end{equation}
A positive drift velocity is along the force. Energies are in eV, lengths in nm and times in fs; velocities are quoted in $10^7$ cm/s, and 1 nm/fs is ten of these units.

The example uses the isotropic nonparabolic Kane band
\begin{equation}
E(1+aE)=g,\qquad g=\frac{\hbar^2k^2}{2m}.
\label{kane}
\end{equation}
This is $aE^2+E-g=0$. The root that vanishes at $k=0$, multiplied above and below by $1+\sqrt{1+4ag}$, is
\begin{equation}
E=\frac{-1+\sqrt{1+4ag}}{2a}=\frac{2g}{1+\sqrt{1+4ag}} .
\end{equation}
The last form avoids subtracting nearly equal numbers at small $k$. Differentiating (\ref{kane}) gives $(1+2aE)\,\partial E/\partial k_z=\hbar^2k_z/m$, so
\begin{equation}
v_z=\frac{\hbar k_z}{m(1+2aE)},\qquad 1+2aE=\sqrt{1+4ag}.
\label{velocity}
\end{equation}
For $aE\ll1$ this is the parabolic result. For motion along $z$ with $ag\gg1$, $\sqrt{4ag}=\hbar k\sqrt{2a/m}$, and the velocity saturates at $1/\sqrt{2am}$.

\section{Why energy gain measures velocity}

During a flight the energy changes because $\mathbf k$ changes. The chain rule and (\ref{motion}) give
\begin{equation}
\frac{dE}{dt}=\nabla_{\mathbf k}E\cdot\dot{\mathbf k}
=\hbar\mathbf v\cdot\frac{f\hat{\mathbf z}}{\hbar}=f v_z .
\end{equation}
Integrating over flight $j$, of duration $t_j$,
\begin{equation}
\Delta E_j=f\int_0^{t_j}v_z\,dt .
\label{flight}
\end{equation}
The integral is the distance travelled along the force, so the gain is the work done. Only differentiability of $E$ along the path was used, not the form of the band. Summing over flights and dividing by $f$ and by the total time,
\begin{equation}
v_d=\frac{\sum_j\Delta E_j}{f\sum_jt_j}
=\frac{\sum_j\int_0^{t_j}v_z\,dt}{\sum_jt_j}.
\label{estimator}
\end{equation}
The right side is the time-averaged group velocity. To call it the steady drift velocity one must also discard the initial transient and record for long enough.

One flight shows the arithmetic. Let $k_z=0.5$ nm$^{-1}$, with $0.5$ nm$^{-1}$ perpendicular to the force, and let $f=0.007$ eV/nm act for 20 fs. Then $k_z$ rises by $ft/\hbar$ to 0.7127 nm$^{-1}$, and the energy rises from 0.093501 to 0.140442 eV. Therefore
\begin{equation}
\bar v_z=\frac{0.046941\ \mathrm{eV}}{(0.007\ \mathrm{eV/nm})(20\ \mathrm{fs})}
=0.3353\ \mathrm{nm/fs},
\end{equation}
or $3.353\times10^7$ cm/s. Numerical integration of (\ref{velocity}) over the flight gives the same value to all seven printed digits.

An electron moving against the force loses energy, and this negative gain must be kept. Energy changes at collisions must be left out. If they are included, the sum telescopes to the change of stored energy, which stays bounded in a steady state, and the apparent drift tends to zero as the recording time grows.

\section{The algorithm}

The collision rate $\lambda(\mathbf k)$ varies during a flight. Choose a constant ceiling $\Gamma\ge\lambda$, draw possible collision times at rate $\Gamma$, and accept each with probability $\lambda/\Gamma$. The chance of a real collision in $dt$ is then $\Gamma\,dt\,(\lambda/\Gamma)=\lambda\,dt$, as required. A rejected event is a null collision and leaves $\mathbf k$ unchanged. For each electron, after the transient:
\begin{enumerate}
\item Draw $t=-\ln(r)/\Gamma$, with $r$ uniform between 0 and 1, and store $E(\mathbf k)$.
\item Advance $k_z$ by $ft/\hbar$ and evaluate the new energy.
\item Add the energy difference to the gain and $t$ to the time.
\item Choose a null or real collision at the new $\mathbf k$; if real, choose its type and final state. Return to the first item.
\end{enumerate}
At the end, divide the total gain by $f$ times the total time. A null collision that cuts a flight at energy $E_1$ does no harm, because $(E_1-E_0)+(E_2-E_1)=E_2-E_0$. If recording ends in mid-flight, both the gain and the time must be cut at that moment.

\section{Collision rates of the example}

The estimator needs no particular collision model, but the drift value does. The example takes polar optical phonons of energy $\hbar\omega$ and equilibrium occupation $N$, with the Fröhlich squared matrix element
\begin{equation}
|M|^2=\frac{A\nu}{Vq^2},\qquad
A=\frac{e^2\hbar\omega}{2\varepsilon_0}
\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right).
\end{equation}
Here $V$ is the volume, $q=|\mathbf k-\mathbf k'|$, $\nu=N+1$ for emission and $\nu=N$ for absorption. The overlap of the Bloch functions is set to one. With final energy $E'=E\mp\hbar\omega$, final wave number $k'$ and $\mu$ the cosine of the scattering angle, the golden rule gives
\begin{equation}
W=\frac{2\pi}{\hbar}\frac{A\nu}{(2\pi)^2}
\int dp\,p^2\,\delta(E(p)-E')
\int_{-1}^{1}\frac{d\mu}{k^2+p^2-2kp\mu}.
\end{equation}
The angular integral is $(kp)^{-1}\ln[(k+p)/|k-p|]$. The delta function sets $p=k'$ and divides by $dE/dk'=\hbar^2k'/[m(1+2aE')]$. Hence
\begin{equation}
W=\frac{A\nu m(1+2aE')}{2\pi\hbar^3k}
\ln\frac{k+k'}{|k-k'|},
\end{equation}
with no emission when $E<\hbar\omega$. The angle follows from $q^2=k^2+k'^2-2kk'\mu$: since $q\,dq=-kk'\,d\mu$, the weight $d\mu/q^2$ is proportional to $dq/q$. One draws $\ln q$ uniformly between $\ln|k-k'|$ and $\ln(k+k')$.

Acoustic phonons are treated as elastic and classical. For a sound speed near 6.6 km/s the largest phonon energy involved is about 6 meV at 0.085 eV, well below $k_BT$ at 300 K, but it reaches $k_BT$ near 1.3 eV (near 1.0 eV for a speed of 8 km/s). Emission and absorption together have $|M|^2=\Xi^2k_BT/(c_lV)$, with deformation potential $\Xi$ and elastic constant $c_l$. The density of final states for one spin is $k^2/(2\pi^2\,dE/dk)$, so
\begin{equation}
W_{ac}=\frac{2\pi}{\hbar}\frac{\Xi^2k_BT}{c_l}
\frac{mk(1+2aE)}{2\pi^2\hbar^2}
=\frac{\Xi^2k_BT\,mk(1+2aE)}{\pi\hbar^3c_l},
\end{equation}
and the final direction is isotropic. At 0.3 eV the formulas give 79.77, 2.73 and 1.84 ps$^{-1}$ for optical emission, optical absorption and acoustic collisions. A direct golden-rule sum with a narrow Gaussian in place of the delta function gives 79.79, 2.73 and 1.84 ps$^{-1}$.

\section{Two averages that look similar}

Equation (\ref{estimator}) is a ratio of sums. Averaging the flight velocities $\Delta E_j/(ft_j)$ with equal weights is a different operation. Take a parabolic band, flights starting from rest and a constant collision rate $1/\tau$. Then $\Delta E=f^2t^2/2m$, and exponential flight times have $\langle t\rangle=\tau$ and $\langle t^2\rangle=2\tau^2$. The two averages are
\begin{equation}
\frac{\langle\Delta E\rangle}{f\langle t\rangle}=\frac{f\tau}{m},
\qquad
\left\langle\frac{\Delta E}{ft}\right\rangle
=\frac{f\langle t\rangle}{2m}=\frac{f\tau}{2m}.
\end{equation}
The second loses half the drift, because short flights, which have had little time to accelerate, count as much as long ones.

Another shortcut is the velocity at the midpoint of the flight in $\mathbf k$. In a parabolic band it equals the flight average, since $v_z$ is linear in time. In general, let $\kappa$ be the distance of $k_z$ from its midpoint and $\Delta k$ its total change. The linear Taylor term averages to zero and $\langle\kappa^2\rangle=(\Delta k)^2/12$, so to leading order
\begin{equation}
\bar v_z-v_z(\mathrm{mid})=\frac{(\Delta k)^2}{24}
\frac{\partial^2v_z}{\partial k_z^2}.
\end{equation}
For the Kane band put $b=2a\hbar^2/m$ and $B=1+bk_\perp^2$, with $k_\perp$ the wave number perpendicular to the force. Then $v_z=(\hbar/m)k_z(B+bk_z^2)^{-1/2}$, and two differentiations give
\begin{equation}
\frac{\partial^2v_z}{\partial k_z^2}
=-\frac{3\hbar bBk_z}{m(B+bk_z^2)^{5/2}} .
\end{equation}
This is negative for $k_z>0$, so the midpoint rule overestimates the velocity of electrons moving with the force.

A model with a known answer tests these statements. Keep the Kane band and $f=0.007$ eV/nm, but let collisions occur at constant rate with $\tau=100$ fs, each restoring the 300 K equilibrium distribution. A flight survives to time $t$ with probability $e^{-t/\tau}$, so the mean distance per flight divided by $\tau$ is
\begin{equation}
v_d=\frac1\tau\int_0^\infty e^{-t/\tau}\langle v_z(t)\rangle\,dt
=\int_0^\infty e^{-s}
\left\langle v_z\!\left(\mathbf k_0+\frac{f\tau s}{\hbar}\hat{\mathbf z}\right)
\right\rangle ds ,
\end{equation}
with $s=t/\tau$ and the average over equilibrium starting states $\mathbf k_0$. In units of $10^7$ cm/s, quadrature gives 4.744, and the energy gains of 400,000 random flights give $4.735\pm0.007$. The unweighted mean of the same flights is 2.614, or 45\% below the quadrature. The midpoint rule gives 5.106, which is 7.8\% above the energy-gain value of the same flights. These sizes belong to this model, with its long flights and memory-erasing collisions. If every segment between events at rate $\Gamma$ counts as a flight, its duration is independent of its starting state, and in a parabolic band the unweighted mean falls short by $f/(2m\Gamma)$. For the collision model of the high-field example below, the unweighted mean is about 13\% low over segments drawn at a ceiling of 96 ps$^{-1}$ but about 2.5\% high over flights between real collisions, and the midpoint rule is about 0.15\% and 1\% high. The size and even the sign of the unweighted error depend on the collision model and on what is counted as a flight.

\section{The high-field example}

The band has $m=0.20\,m_0$ and $a=0.20$ eV$^{-1}$. The optical phonon energy is 92 meV, the relative permittivities are 5.35 and 8.90, $\Xi=8$ eV, $c_l=265$ GPa and the lattice is at 300 K. The ceiling rate is 125 ps$^{-1}$; 81\% of the events are null, and the mean time between real collisions is 41.6 fs. Each electron is recorded for 11.222 ps on average. The total gain is 105,169 eV, so
\begin{equation}
v_d=\frac{105169\ \mathrm{eV}}
{(0.007\ \mathrm{eV/nm})(6000)(11222\ \mathrm{fs})}
=0.2231\ \mathrm{nm/fs}.
\end{equation}

For the error, let electron $i$ have gain $G_i$ and time $T_i$. Expanding the ratio of sums to first order about its mean gives
\begin{equation}
\delta v_d\simeq\frac1{n\bar T}\sum_{i=1}^n
\left(\frac{G_i}{f}-v_dT_i\right).
\end{equation}
The electrons are independent, so the standard error is the standard deviation of the bracket divided by $\sqrt n\,\bar T$. The result is $(2.2314\pm0.0014)\times10^7$ cm/s. Sampling the velocity every 20 fs gives 2.2319 in the same units. The difference, 0.0004, is comparable with its own standard error of 0.0004, which is smaller than the error of either drift because both use the same paths.

Energy bookkeeping checks that every collision changes the energy by the right amount. It closes whatever the rates and angles are, so it does not test them. The net number of emitted phonons is 1,143,113, carrying 105,166.40 eV, and the stored electron energy rises by 2.24 eV. Together they equal the flight gain of 105,168.64 eV. In this steady state the drift measures the power passed to the lattice.

Using $\hbar k_z/m$ as the velocity would give 2.337, an excess of 4.7\%. By (\ref{velocity}), $\hbar k_z/m=(1+2aE)v_z$, so the relative excess is $2a\langle Ev_z\rangle/\langle v_z\rangle$. The mean energy, 0.085 eV, would suggest $2(0.20)(0.085)=3.4\%$. The actual excess corresponds to a velocity-weighted energy of $0.0473/0.40=0.118$ eV: the states that carry the drift are more energetic than the average.

\section{Comparison with real gallium nitride}

The parameters are rough values for the central valley of GaN, a material of power and radio-frequency transistors. The field is about 2\% of a rough breakdown field of 3 MV/cm. One assumption that can matter strongly is that phonons stay in equilibrium. For an electron density $n_e=10^{17}$ cm$^{-3}$ and a rough phonon lifetime $\tau_p=1$ ps, spreading the emitted phonons over a sphere of radius $\bar k$, the wave number at the mean energy, adds an occupation
\begin{equation}
\Delta N=\frac{n_efv_d\tau_p}{\hbar\omega}\,
\frac{6\pi^2}{\bar k^3}=0.33,
\end{equation}
against 0.029 in equilibrium. With this addition the simulated drift falls by 51\%. The estimate is not self-consistent: the slower drift and the higher mean energy of that run, 0.130 eV, put back into the formula give only $\Delta N\approx0.08$. Within this crude model the consistent added occupation lies between these two values, near 0.16, where the drift falls by about one third. The model also adds the occupation equally in all directions and at all phonon wave numbers, whereas about nine in ten emitted phonons move along the force and about half lie outside the sphere; reabsorbing forward-moving phonons returns momentum to the electrons, which this treatment leaves out. Hot phonons remain a large uncertainty, and 51\% is not a prediction.

With the field held at 70 kV/cm and the other inputs unchanged, a 450 K lattice lowers the drift by 19\%, and a mass 10\% heavier in all directions lowers it by 7\% (about 6\% if heavier only along the force, 2\% if only across it). Including the Bloch overlap raises it by 2\%. The inputs themselves are uncertain: a static permittivity of 9.5 or 10.4 in place of 8.90 lowers the drift by about 2\% or 5\%, $a=0.3$ eV$^{-1}$ lowers it by 2\%, and $c_l=390$ GPa raises it by under 1\%. Ionised impurities at the density $n_e$, screened by electrons with thermal energy $2\langle E\rangle/3$, would relax momentum at about 1.2 ps$^{-1}$ at the mean energy (1.0 ps$^{-1}$ with screening at the lattice temperature). The phonon value averaged over the run, $f/(\hbar\langle k_z\rangle)$, is 26 ps$^{-1}$. This average includes electrons above the 92 meV emission threshold, which the mean energy does not reach, so the comparison is only rough; adding these collisions to the model lowers the drift by about 4\% with either screening, which is not negligible. Piezoelectric acoustic scattering, also left out, relaxes momentum at the mean energy at roughly 0.7 to 1.9 ps$^{-1}$ for a field along the $c$ axis and 0.4 to 0.7 ps$^{-1}$ for a field in the basal plane, over commonly quoted piezoelectric constants ($e_{33}$ from 0.65 to 1.27 C/m$^2$). This is comparable with the 0.9 ps$^{-1}$ of the deformation-potential term that is included. An isotropic coupling that gives 0.6 ps$^{-1}$ lowers the drift by about 2\%, and one that gives 2 ps$^{-1}$ lowers it by 5 to 6\%. These shifts are far larger than the statistical error quoted above. At this density the largest equilibrium state occupation is 0.04, so degeneracy is weak. The classical estimate scales with $n_e$ and passes one near $2\times10^{18}$ cm$^{-3}$, so denser transistor channels need Pauli blocking. For a rough gap of 3.4 eV the interband tunnelling exponent is about 1600 with a symmetric two-band dispersion and about 2100 with a hole mass of $1.0\,m_0$, so tunnelling is negligible in a uniform field of this strength. Just one of some 3.4 million clock samples lies above the assumed satellite-valley edge at 1.5 eV. That supports a single valley at this field, not at higher ones.

\section{Choosing the estimator}

Energy gain suits a uniform, constant force and a continuous band energy. It needs two energies per flight and no velocity table, but it gives only the component along the force. In an anisotropic valley tilted to the force there is also a transverse drift, which needs the velocity; for a parabolic valley at $45^\circ$ with memory-erasing collisions at constant rate its size is $|m_l-m_t|/(m_l+m_t)$ of the parallel drift, where $m_l$ and $m_t$ are the two masses. It has no less statistical noise than the path integral, because (\ref{flight}) makes the two equal. Clock sampling adds its own noise on top, which is small when the spacing is shorter than the time between real collisions and grows when it is longer. At weak field the thermal scatter of the velocity stays finite while the drift falls in proportion to $f$, so for a fixed recording time the relative error grows as $1/f$. At $f=0$ the formula is undefined, and the velocity must be averaged directly.

If the force keeps its direction but its strength changes between flights, staying constant within each, add the displacements $\Delta E_j/f_j$ and divide by the total time; dividing the total gain by a mean force is generally wrong. If it changes within a flight, integrate the velocity. A steady magnetic field adds a force perpendicular to $\mathbf v$, which does no work, so (\ref{flight}) survives for the component along the electric force.

For tabulated bands, the energy gain gives the path average of the gradient of the interpolated energy, provided the interpolant is continuous; an expansion about the nearest mesh point jumps between cells, and the jumps enter the gain. If velocities are interpolated from a separate table, the difference between the two estimators on the same paths measures the inconsistency of the tables, free of most statistical noise. It does not show an interpolation error that both share: for the Kane band on a 0.4 nm$^{-1}$ mesh with linear interpolation and memory-erasing collisions at $\tau=40$ fs, both estimators lie 0.6\% below the exact-band value while differing by less than 0.05\%. Folding $\mathbf k$ back into the Brillouin zone leaves the gain unchanged, because $E$ is periodic. At a true crossing the two energies are equal, so a band labelled by energy order is continuous and (\ref{flight}) holds on it; the gain is nevertheless that of the wrong branch if the electron passes smoothly through the crossing, so labels must follow the character of the state. At a narrow avoided crossing the field can carry the electron across the gap and the single-band motion (\ref{motion}) fails: for two branches with slopes $\pm0.33$ eV nm and $f=0.007$ eV/nm, the chance of staying on the lower band is about 3\% for a 10 meV gap and 97\% for a 100 meV gap. With several valleys, the offset crossed in a collision is not a flight gain.

A band of finite width $\Delta$ gives a useful limiting check. Without collisions the whole path is one flight, whose gain cannot exceed $\Delta$ in magnitude, so $|v_d|\le\Delta/(fT)$ after time $T$. The average velocity tends to zero although the force never stops: the electron performs Bloch oscillations. A lasting drift in such a band needs collisions to remove the energy that the field supplies.

The numerical output below lists the inputs and the results at higher precision. Agreement between the estimators confirms that energies, velocities and the advance of $\mathbf k$ are consistent within each flight, but not that the flight times are drawn correctly: with a ceiling of 60 ps$^{-1}$, below the true rate, gain and path integral still agree while the drift is 6\% too high. It cannot confirm the collision model, which needs its own checks and, for a real device, its own measured parameters.

\section*{Values computed for the example and the checks}
\begin{verbatim}
mass 0.20 m0; nonparabolicity 0.20 /eV
optical phonon 92 meV; occupancy 0.0293
permittivities 5.35 (high), 8.90 (static)
acoustic: 8.0 eV, 265 GPa
field 70 kV/cm; force 0.0070 eV/nm; lattice 300 K
rates at 0.3 eV, 1/ps: emission 79.77, absorption 2.73, acoustic 1.84
same by golden-rule sum, 1/ps: 79.79, 2.73, 1.84
one flight: kz 0.500 to 0.7127, kperp 0.500 1/nm, time 20 fs
one flight: energy 0.093501 to 0.140442 eV, gain 0.046941 eV
one flight: velocity from gain 3.352901 10^7 cm/s
one flight: velocity by integral 3.352901 10^7 cm/s
reset model: tau 100 fs, flights 400000
reset model: quadrature 4.7439 10^7 cm/s
reset model: energy gains 4.7351 +- 0.0069 10^7 cm/s
reset model: unweighted flight mean 2.6137 10^7 cm/s
reset model: midpoint velocity 5.1058 10^7 cm/s
near-zero field mean energy 39.89 meV; equilibrium integral 39.27 meV
main run: electrons 6000, mean recorded time 11.222 ps each
ceiling rate 124.73 1/ps; null fraction 0.8071
real collisions 1620409; time per collision 41.551 fs
DRIFT from energy gains 2.23143 +- 0.00137 10^7 cm/s
DRIFT from path integral 2.23143 10^7 cm/s
relative gap of these two 7.4e-12
DRIFT from clock samples 2.23185 10^7 cm/s; error of difference 0.00037
first, second half 2.2302, 2.2327 10^7 cm/s
average hbar*kz/m 2.3369 10^7 cm/s, excess 4.73 %
mean energy 0.0853 eV; highest clock sample 1.541 eV
total flight gain 105168.64 eV; net phonons 1143113
energy to phonons 105166.40 eV; stored change 2.24 eV
assumed density 1.0e+17 cm^-3; phonon lifetime 1.0 ps; added occupancy 0.3271
drift change, Bloch overlap included: 1.98 +- 0.14 %; mean energy 0.0878 eV
drift change, lattice at 450 K: -18.59 +- 0.17 %; mean energy 0.0933 eV
drift change, mass 10% heavier: -7.43 +- 0.13 %; mean energy 0.0803 eV
drift change, hot phonons: -50.82 +- 0.21 %; mean energy 0.1296 eV
rough satellites: 6 valleys, 0.4 m0, 1.5 eV up
time fraction above satellite edge 2.97e-07; satellite/central population 4.44e-07
momentum loss 1/ps: phonons 26.34, impurities 1.16
largest equilibrium state occupancy 0.0437
time fraction above rough gap 3.4 eV: 0.0e+00
field / rough breakdown field of 3 MV/cm: 0.023
interband tunnelling exponent 1612
\end{verbatim}
